# How Threshold, Decay Rate and Dimension Set the Sparse-Matrix Crossover: test program

```python
"""Sparse matrix algebra with exponentially decaying elements: result under test.
Elements bounded by exp(-gamma r) and cut at tau leave m = V_d (R/a)^d per row,
R = ln(1/tau)/gamma. A product costs N m^2 multiply-adds, and dense algebra
(N^3) is overtaken at N_x = sqrt(s) m.
d: dimension, a: lattice spacing, V_d: volume of the unit ball, N: number of sites,
s: time of one sparse multiply-add over that of a dense one.
Density matrix P: lattice with site energies +Delta, -Delta and hopping -t, lower
band filled. Lengths inside the program are in units of a, energies in eV.
"""
import numpy as np
from scipy import constants
from scipy.signal import fftconvolve
from scipy.sparse import csr_matrix

spacing = 2.5            # angstrom
half_gap = 2.0           # Delta, eV
gamma_angstrom = 0.32    # 1/angstrom
tau = 1e-6
slowdown = 25.0          # s
gamma = gamma_angstrom * spacing
bohr = constants.physical_constants["Bohr radius"][0] * 1e10
unit_ball = {1: 2.0, 2: np.pi, 3: 4 * np.pi / 3}


def axis_sum(values, d):
    """Array over a d-dimensional grid: sum over axes of the 1D values."""
    return sum(np.meshgrid(*([values] * d), indexing="ij"))


def distances(d, L):
    """Distance of every site of a periodic box from site 0, nearest image."""
    x = np.minimum(np.arange(L), L - np.arange(L)).astype(float)
    return np.sqrt(axis_sum(x**2, d))


def density_row(d, L, t):
    """Row of P belonging to a site with energy +Delta."""
    T = axis_sum(-2 * t * np.cos(2 * np.pi * np.arange(L) / L), d)
    sign_k = (half_gap + T) / np.sqrt(half_gap**2 + T**2)
    row = -0.5 * np.fft.ifftn(sign_k).real
    row[(0,) * d] += 0.5
    return row


def dropped_norm(row, threshold):
    """Spectral norm of the dropped part, from its two sublattice blocks."""
    d, L = row.ndim, row.shape[0]
    dropped = np.where(np.abs(row) < threshold, row, 0.0)
    odd = axis_sum(np.arange(L), d) % 2 == 1
    same = np.fft.fftn(np.where(odd, 0.0, dropped)).real
    other = np.fft.fftn(np.where(odd, dropped, 0.0)).real
    return np.sqrt(same**2 + other**2).max(), np.abs(dropped).sum()


def ball(d, R):
    x = np.arange(-int(R), int(R) + 1)
    return (axis_sum(x**2, d) <= R**2).astype(float)


def open_row_counts(d, L, R):
    """Number of kept entries for every site of an open cluster."""
    return np.rint(fftconvolve(np.ones((L,) * d), ball(d, R), mode="same"))


def kron_axes(matrix, other, d):
    """Sum over axes of matrix acting on one axis and other on the rest."""
    total = 0
    for axis in range(d):
        term = np.ones((1, 1))
        for j in range(d):
            term = np.kron(term, matrix if j == axis else other)
        total = total + term
    return total


def envelope_tail(d, R):
    """Sum of the envelope outside R, continuum formula."""
    x = gamma * R
    series = 1 + (d - 1) / x + (d - 1) * (d - 2) / x**2
    return unit_ball[d] * R**d * np.exp(-x) * d / x * series


# Operation count: every multiply-add of an explicit product contributes 1.
L_small, R_small = 12, 3.1
index = np.arange(L_small)
gap_1d = np.abs(index[:, None] - index[None, :])
ones_1d = np.ones((L_small, L_small))
N_small = L_small**3
cost = {}
for kind, sep in (("periodic", np.minimum(gap_1d, L_small - gap_1d)),
                  ("open", gap_1d)):
    dist2 = kron_axes(sep.astype(float)**2, ones_1d, 3)
    pattern = csr_matrix((dist2 <= R_small**2).astype(np.int64))
    cost[kind] = int((pattern @ pattern).sum())
m_small = int(ball(3, R_small).sum())
assert cost["periodic"] == N_small * m_small**2
assert cost["open"] == int((open_row_counts(3, L_small, R_small)**2).sum())
assert cost["open"] < cost["periodic"]

R = np.log(1 / tau) / gamma
print(f"lattice spacing: {spacing:.2f} angstrom; gap: {2*half_gap:.2f} eV")
print(f"decay rate gamma: {gamma_angstrom:.3f} 1/angstrom; gamma*a: {gamma:.3f}")
print(f"threshold tau: {tau:.0e}; slowdown s: {slowdown:.0f}")
print(f"ln(1/tau): {np.log(1/tau):.3f}; R/a: {R:.3f}")
print(f"cutoff radius R: {R*spacing:.2f} angstrom = {R*spacing/bohr:.2f} bohr")
print(f"test product, 12^3 sites, m = {m_small}: multiply-adds "
      f"periodic {cost['periodic']}, open {cost['open']}")

rng = np.random.default_rng(1)
rows, estimates = {}, {}
for d in (1, 2, 3):
    # Count and dropped sum of the envelope, averaged over whole lattice steps.
    r_sorted = np.sort(distances(d, 81).ravel())
    tail_from = np.append(np.cumsum(np.exp(-gamma * r_sorted)[::-1])[::-1], 0.0)
    radii = 15 + 2 * (np.arange(200) + 0.5) / 200
    inside = np.searchsorted(r_sorted, radii, side="right")
    count_ratio = np.mean(inside / (unit_ball[d] * radii**d))
    tail_ratio = np.mean(tail_from[inside] / envelope_tail(d, radii))
    assert abs(count_ratio - 1) < 0.03 and abs(tail_ratio - 1) < 0.03

    m_est = unit_ball[d] * R**d
    m_count = int(ball(d, R).sum())
    estimates[d] = m_est
    fill = np.count_nonzero(fftconvolve(ball(d, R), ball(d, R)) > 0.5) / m_count
    assert abs(fill / 2**d - 1) < 0.10

    # Crossover by direct search over box sides.
    N_est = np.sqrt(slowdown) * m_est
    assert np.sqrt(slowdown) * unit_ball[d] > 2**d
    L_per = 2
    while slowdown * np.count_nonzero(distances(d, L_per) <= R)**2 > L_per**(2*d):
        L_per += 1
    assert abs(L_per / N_est**(1 / d) - 1) < 0.03
    L_open = int(0.6 * L_per)
    start = L_open
    while slowdown * (open_row_counts(d, L_open, R)**2).sum() > float(L_open)**(3*d):
        L_open += 1
    assert start < L_open < L_per

    # Hopping that gives the chosen slowest decay rate at the chosen gap.
    reach = d * np.sinh(gamma / np.sqrt(d))
    t = half_gap / (2 * reach)
    directions = np.abs(rng.normal(size=(5000, d)))
    directions /= np.linalg.norm(directions, axis=1)[:, None]
    assert np.sinh(gamma * directions).sum(axis=1).max() <= reach * (1 + 1e-12)

    # Diagonalization of a small periodic lattice.
    n = 8
    ring = np.roll(np.eye(n), 1, axis=0) + np.roll(np.eye(n), -1, axis=0)
    stagger = (1 - 2 * (axis_sum(np.arange(n), d) % 2)).ravel()
    H = half_gap * np.diag(stagger) - t * kron_axes(ring, np.eye(n), d)
    energy, states = np.linalg.eigh(H)
    occupied = states[:, energy < 0]
    P = occupied @ occupied.T
    small_row = density_row(d, n, t)
    assert np.allclose(P[0], small_row.ravel(), atol=1e-11)
    gap = energy[energy > 0].min() - energy[energy < 0].max()
    assert abs(gap - 2 * half_gap) < 1e-9
    coarse = 0.02
    P_cut = np.where(np.abs(P) < coarse, 0.0, P)
    delta_small = np.linalg.norm(P - P_cut, 2)
    assert delta_small > 0
    assert abs(delta_small - dropped_norm(small_row, coarse)[0]) < 1e-10
    product_error = np.linalg.norm(P_cut @ P_cut - P @ P, 2)
    assert product_error <= 2 * delta_small + delta_small**2 + 1e-12

    # Large lattice: decay rate, envelope, true count and true error.
    row = density_row(d, 64, t)
    rows[d] = row
    near, far = abs(row[(16,) * d]), abs(row[(18,) * d])
    rate = (np.log(near / far) - d / 2 * np.log(18 / 16)) / (2 * np.sqrt(d))
    assert abs(rate / gamma - 1) < 0.03
    assert np.all(np.abs(row) <= np.exp(-gamma * distances(d, 64)) + 1e-14)
    kept = np.abs(row) >= tau
    m_true = int(kept.sum())
    assert m_true < m_count
    x = np.minimum(np.arange(64), 64 - np.arange(64))
    width = 2 * max(x[np.nonzero(kept)[0]]) + 1
    delta, row_sum = dropped_norm(row, tau)
    assert delta <= row_sum * (1 + 1e-10)
    N_true = np.sqrt(slowdown) * m_true

    print(f"--- d = {d}: V_d {unit_ball[d]:.4f}; hopping t {t:.4f} eV")
    print(f"(R/a)^d: {R**d:.1f}; m estimate: {m_est:.1f}; m counted: {m_count}")
    print(f"unscreened product entries per row / m: {fill:.3f}")
    print(f"multiply-adds per row m^2 (estimate): {m_est**2:.3e}")
    print(f"smallest s for which the ball fits: {(2**d/unit_ball[d])**2:.2f}")
    print(f"crossover N_x estimate: {N_est:.0f} sites")
    print(f"crossover by search: periodic {L_per**d} sites (side {L_per}), "
          f"open {L_open**d} sites (side {L_open})")
    print(f"envelope: dropped row sum / tau: {envelope_tail(d, R)/tau:.2f}")
    print(f"P: decay rate read off: {rate/spacing:.4f} 1/angstrom")
    print(f"P: true m: {m_true}; true m / estimate: {m_true/m_est:.3f}")
    print(f"P: crossover sqrt(s)*m: {N_true:.0f} sites, side "
          f"{N_true**(1/d):.1f} a; width of kept region {width} a")
    print(f"P: spectral error / tau: {delta/tau:.2f}; "
          f"dropped row sum / tau: {row_sum/tau:.2f}")

print("--- change of dimension and of threshold")
print(f"N_x ratio d=2 to d=1: {estimates[2]/estimates[1]:.1f}; "
      f"d=3 to d=2: {estimates[3]/estimates[2]:.1f}")
ratios = []
for threshold in (1e-4, 1e-6, 1e-8):
    m_est = unit_ball[3] * (np.log(1 / threshold) / gamma)**3
    m_true = int((np.abs(rows[3]) >= threshold).sum())
    ratios.append(m_true / m_est)
    print(f"d = 3, tau {threshold:.0e}: m estimate {m_est:.0f}, true m of P "
          f"{m_true}, ratio {ratios[-1]:.3f}")
assert ratios[0] < ratios[1] < ratios[2] < 1
print("all tests passed")
```

Printed output:

```
lattice spacing: 2.50 angstrom; gap: 4.00 eV
decay rate gamma: 0.320 1/angstrom; gamma*a: 0.800
threshold tau: 1e-06; slowdown s: 25
ln(1/tau): 13.816; R/a: 17.269
cutoff radius R: 43.17 angstrom = 81.59 bohr
test product, 12^3 sites, m = 123: multiply-adds periodic 26142912, open 15439640
--- d = 1: V_d 2.0000; hopping t 1.1260 eV
(R/a)^d: 17.3; m estimate: 34.5; m counted: 35
unscreened product entries per row / m: 1.971
multiply-adds per row m^2 (estimate): 1.193e+03
smallest s for which the ball fits: 1.00
crossover N_x estimate: 173 sites
crossover by search: periodic 175 sites (side 175), open 168 sites (side 168)
envelope: dropped row sum / tau: 2.50
P: decay rate read off: 0.3196 1/angstrom
P: true m: 29; true m / estimate: 0.840
P: crossover sqrt(s)*m: 145 sites, side 145.0 a; width of kept region 29 a
P: spectral error / tau: 1.30; dropped row sum / tau: 1.86
--- d = 2: V_d 3.1416; hopping t 0.8384 eV
(R/a)^d: 298.2; m estimate: 936.9; m counted: 949
unscreened product entries per row / m: 3.929
multiply-adds per row m^2 (estimate): 8.778e+05
smallest s for which the ball fits: 1.62
crossover N_x estimate: 4685 sites
crossover by search: periodic 4761 sites (side 69), open 3844 sites (side 62)
envelope: dropped row sum / tau: 145.45
P: decay rate read off: 0.3196 1/angstrom
P: true m: 353; true m / estimate: 0.377
P: crossover sqrt(s)*m: 1765 sites, side 42.0 a; width of kept region 21 a
P: spectral error / tau: 18.56; dropped row sum / tau: 60.47
--- d = 3: V_d 4.1888; hopping t 0.6967 eV
(R/a)^d: 5150.3; m estimate: 21573.4; m counted: 21631
unscreened product entries per row / m: 7.873
multiply-adds per row m^2 (estimate): 4.654e+08
smallest s for which the ball fits: 3.65
crossover N_x estimate: 107867 sites
crossover by search: periodic 110592 sites (side 48), open 68921 sites (side 41)
envelope: dropped row sum / tau: 5411.87
P: decay rate read off: 0.3191 1/angstrom
P: true m: 2959; true m / estimate: 0.137
P: crossover sqrt(s)*m: 14795 sites, side 24.5 a; width of kept region 17 a
P: spectral error / tau: 75.97; dropped row sum / tau: 916.63
--- change of dimension and of threshold
N_x ratio d=2 to d=1: 27.1; d=3 to d=2: 23.0
d = 3, tau 1e-04: m estimate 6392, true m of P 529, ratio 0.083
d = 3, tau 1e-06: m estimate 21573, true m of P 2959, ratio 0.137
d = 3, tau 1e-08: m estimate 51137, true m of P 8959, ratio 0.175
all tests passed
```
